# The Tersoff–Hamann theorem for an s-wave tunnelling tip

## 1. Result and assumptions

Atomic units ($\hbar=m=e=1$) are used in the algebra. Let $\psi$ be a state of the sample alone and $\chi$ a state of the tip alone.

**Assumptions.**

1. A flat vacuum barrier separates the electrodes. The two states have the same energy, $\kappa^2/2$ below the vacuum level, so both satisfy $\nabla^2u=\kappa^2u$ there. The potential of the bare sample stays flat throughout the region that the tip will occupy.
2. On a surface $S$ separating the electrodes, the tip state is the s-wave tail
$$\chi=A\,\frac{e^{-\kappa\rho}}{\rho},\qquad \rho=|\mathbf r-\mathbf r_0|,$$
with $\mathbf r_0$ the tip centre and $A$ made real by choice of phase.
3. Tunnelling is weak, elastic and spin-conserving. The electrodes are spin-degenerate.
4. Bias $V$ and temperature $T$ are small on the energy scales over which the spectra and tails vary.

**Theorem.** Bardeen's matrix element and the low-bias conductance are
$$M=-2\pi A\,\psi(\mathbf r_0),\qquad \frac IV=8\pi^3A^2D_t\,\rho_s(\mathbf r_0,E_F). \tag{1}$$
Here $D_t$ is the density of tip s levels per spin at $E_F$, and
$$\rho_s(\mathbf r,E)=\sum_s|\psi_s(\mathbf r)|^2\delta(E-E_s)$$
includes both spins. For a fixed tip, the current is therefore proportional to the *local* density of states of the bare sample, continued through vacuum to the tip centre. The total density of states does not determine it.

In ordinary units,
$$\frac IV=\frac{e^2}{\hbar}\,2\pi\left(\frac{2\pi\hbar^2A}{m}\right)^2D_t\,\rho_s(\mathbf r_0,E_F). \tag{2}$$

## 2. Bardeen's matrix element

**Lemma 1.** With $\mathbf n$ pointing from sample to tip,
$$M=\frac12\int_S dS\,\mathbf n\cdot(\chi^*\nabla\psi-\psi\nabla\chi^*). \tag{3}$$

**Proof.** Let $H=-\tfrac12\nabla^2+V_s+V_t$, where $V_s$ and $V_t$ vanish outside the sample and tip regions. Start in $\psi$ and write
$$\Psi=\psi e^{-iE_\psi t}+\sum_\chi c_\chi(t)\chi e^{-iE_\chi t}.$$
Insert this into $i\partial_t\Psi=H\Psi$. The terms $c_\chi(H-E_\chi)\chi$ are of second order, since both $c_\chi$ and the sample potential's action on the tip tail are small. Dropping them and projecting on an orthonormal tip state gives
$$i\dot c_\chi=M e^{i(E_\chi-E_\psi)t},\qquad M=\langle\chi|H-E_\psi|\psi\rangle=\int_{\mathcal T}\chi^*V_t\psi\,d^3r.$$
The last step uses $(H-E_\psi)\psi=V_t\psi$, which lives in the tip region $\mathcal T$.

In $\mathcal T$, the equations at equal energy are
$$V_t\chi^*=\tfrac12(\nabla^2-\kappa^2)\chi^*,\qquad \nabla^2\psi=\kappa^2\psi.$$
Hence
$$M=\frac12\int_{\mathcal T}(\psi\nabla^2\chi^*-\chi^*\nabla^2\psi)\,d^3r
=\frac12\oint\mathbf n_{\rm out}\cdot(\psi\nabla\chi^*-\chi^*\nabla\psi)\,dS.$$
The far boundary contributes nothing because $\psi$ decays into the tip region. On $S$ the outward normal of $\mathcal T$ is $-\mathbf n$, which reverses the bracket and gives (3). $\square$

**Surface independence.** In vacuum,
$$\nabla\cdot(\chi^*\nabla\psi-\psi\nabla\chi^*)=(\kappa_\psi^2-\kappa_\chi^2)\chi^*\psi.$$
This vanishes for equal decay constants, so $S$ may be deformed within the vacuum. Equal energy and a common barrier are therefore part of the result.

## 3. The s-wave tail as a point source

**Lemma 2.** The tail, continued to its centre, satisfies
$$(\nabla^2-\kappa^2)\frac{e^{-\kappa\rho}}\rho=-4\pi\delta(\mathbf r-\mathbf r_0). \tag{4}$$

**Proof.** For $\rho>0$, the radial Laplacian is $\rho^{-1}d^2(\rho u)/d\rho^2$. With $\rho u=e^{-\kappa\rho}$ it gives $\kappa^2u$, so the left side is zero. The flux of $\nabla u$ through a small sphere of radius $\epsilon$ is
$$4\pi\epsilon^2\left[-\frac{(1+\kappa\epsilon)e^{-\kappa\epsilon}}{\epsilon^2}\right]\longrightarrow-4\pi.$$
The volume integral of $\kappa^2u$ in that sphere scales as $\epsilon^2$ and vanishes. The source therefore has strength $-4\pi$. $\square$

**Proof of the matrix element.** Equation (3) needs $\chi$ on $S$ alone. We may replace the true tip interior by the continued tail $\hat\chi=Ae^{-\kappa\rho}/\rho$ without changing the integral. The bare-sample state already obeys the vacuum equation throughout $\mathcal T$. Green's theorem then gives
$$M=\frac12\int_{\mathcal T}(\psi\nabla^2\hat\chi-\hat\chi\nabla^2\psi)\,d^3r.$$
Substitute $\nabla^2\hat\chi=\kappa^2\hat\chi-4\pi A\delta(\mathbf r-\mathbf r_0)$ and $\nabla^2\psi=\kappa^2\psi$. The $\kappa^2$ terms cancel, leaving
$$M=\frac12(-4\pi A)\psi(\mathbf r_0)=-2\pi A\psi(\mathbf r_0).\qquad\square$$

The singularity belongs to the continuation, not to the real tip. A tip of finite radius enters through $A$ and the position of its centre. The minus sign has no effect on the current of a single s channel.

**A second route, and what a mismatch does.** Take $\psi\propto e^{i\mathbf k\cdot\mathbf x-\lambda z}$, with $\mathbf k,\mathbf x$ in the plane and $\lambda^2=\kappa^2+k^2$. Let the tip have another decay constant $\kappa'$, and put $\lambda'^2=\kappa'^2+k^2$. Fourier transforming (4) in the plane gives $(\partial_z^2-\lambda'^2)\tilde\chi=-4\pi A\delta(z-z_0)$, whose decaying solution is
$$\tilde\chi=\frac{2\pi A}{\lambda'}e^{-\lambda'|z-z_0|}. \tag{5}$$
The prefactor follows from the slope jump $-2\lambda'\tilde\chi(z_0)=-4\pi A$. On a plane a distance $d$ below the centre, $\partial_z\psi=-\lambda\psi$ and $\partial_z\tilde\chi=\lambda'\tilde\chi$. Equation (3) becomes
$$M(d)=-2\pi A\psi(\mathbf r_0)\frac{\lambda+\lambda'}{2\lambda'}e^{-(\lambda'-\lambda)d}.$$
For $\lambda'=\lambda$ this is the theorem, independent of $d$. Otherwise the answer depends on the chosen plane, so equation (3) no longer defines a unique matrix element.

## 4. From matrix element to current

The golden rule, with occupation factors for both directions, gives
$$I=2\pi\sum_{t,s}|M_{ts}|^2[f_t(E_t)-f_s(E_s)]\delta(E_t-E_s).$$
Positive $I$ here means electrons passing from tip to sample. Insert $|M_{ts}|^2=4\pi^2A^2|\psi_s(\mathbf r_0)|^2$. Each sample spin couples to tip levels of the same spin, so the sum is
$$I=8\pi^3\int A^2D_t(E)\rho_s(\mathbf r_0,E)[f_t(E)-f_s(E)]\,dE.$$
There is no further factor of two: $D_t$ is per spin and $\rho_s$ contains both spins. At low temperature the bracket is one in a window of width $V$ and zero elsewhere. If the remaining integrand is nearly constant there, this proves (1). $\square$

For a constant $A^2D_t$ and a window starting at $E_F$, Taylor expansion gives
$$\frac{I}{I_0}\simeq1+\frac V2\frac{\rho_s'}{\rho_s}+\left[\frac{V^2}{6}+\frac{\pi^2(k_BT)^2}{6}\right]\frac{\rho_s''}{\rho_s}, \tag{6}$$
where $I_0$ is the current from (1). The thermal term uses the variance $\pi^2(k_BT)^2/3$ of $-\partial f/\partial E$.

**Weak-coupling limit.** Let one tip level lie at $E_F$, with width $\Gamma_t$ from its lead and $\Gamma_s=2\pi|M|^2\rho$ from the sample, both taken constant in energy. Here $|M|^2\rho$ denotes the sum over sample states per spin and energy. An incoming state with coupling $M$ drives the level amplitude $b$ through
$$[E-E_F+i(\Gamma_s+\Gamma_t)/2]b=M.$$
The escape rate into the lead is $\Gamma_t|b|^2$. Summing over incoming states gives the conductance per spin at resonance,
$$G_1=\frac1{2\pi}\frac{4\Gamma_s\Gamma_t}{(\Gamma_s+\Gamma_t)^2}.$$
A level broadened by its lead alone has $D_t=2/(\pi\Gamma_t)$ at its peak, so the golden rule gives $\Gamma_sD_t=2\Gamma_s/(\pi\Gamma_t)$. The ratio of the two is $(1+\Gamma_s/\Gamma_t)^{-2}$. Thus proportionality requires $\Gamma_s\ll\Gamma_t$ in this model.

**Corollary: a p-wave tip.** Differentiate the s tail with respect to its centre:
$$\chi_{p_x}=\frac1\kappa\frac{\partial\chi}{\partial x_0}\quad\Longrightarrow\quad
M_{p_x}=-\frac{2\pi A}{\kappa}\frac{\partial\psi}{\partial x}(\mathbf r_0). \tag{7}$$
The surface is held fixed, so the derivative passes through the integral. This tip reads a gradient and can give a signal where an s tip sees a node.

## 5. Worked example: doped graphene

Carbon in a graphene sheet shows the difference between local and total density of states. Its Fermi states lie near the zone corner, at wavevector $K=4\pi/(3a)$. Rough typical inputs are $a=2.46$ Å, work function 4.50 eV, Fermi velocity $v=1.0\times10^6$ m/s and Fermi level 0.30 eV above the Dirac point. The tip centre is 5.00 Å above the carbon plane and the bias is 0.020 V. The work function is typical of an undoped sheet; lowering it by the 0.30 eV Fermi shift, in the tip as well, would raise the atom conductance found below by about 4%. With $\hbar^2/2m=3.810$ eV Å$^2$,
$$\kappa=\sqrt{\frac{4.50}{3.810}}=1.087\ \text{Å}^{-1},\quad K=1.703\ \text{Å}^{-1},\quad
\lambda=\sqrt{\kappa^2+K^2}=2.020\ \text{Å}^{-1}.$$
Lateral momentum makes the wave decay faster.

**Sample wave.** The sheet is a nearest-neighbour tight-binding model of Slater 2p$_z$ orbitals with exponent $\zeta=3.071$ Å$^{-1}$ from Slater's rules. An orbital is $\sqrt{\zeta^5/\pi}\,z e^{-\zeta r}$. Equation (5), with decay constant $\zeta$, gives the in-plane transform of $e^{-\zeta r}/r$; applying $-\partial_\zeta$ gives that of $e^{-\zeta r}$. Hence, with $s=\sqrt{\zeta^2+k^2}$,
$$\tilde\phi(k,z)=\sqrt{\frac{\zeta^5}{\pi}}\,z\,2\pi\zeta\frac{(1+sz)e^{-sz}}{s^3}.$$
At $k=K$, its logarithmic slope equals $-\lambda$ at $z_j=1.214$ Å. Beyond this height the wave is continued as
$$F(k,z)=\tilde\phi(k,z_j)e^{-\lambda(k)(z-z_j)}.$$
At the tip centre, $F(K)=0.3741\,e^{-2.020\times3.786}=1.784\times10^{-4}$ Å$^{1/2}$. Numerical integration of the squared Bloch waves gives a norm $n=0.908$, which includes orbital overlap. The changed norm of the joined tail and the effect of overlap on the bands are left out; they would together lower the density over an atom by about 4% if the velocity at the Dirac point is held fixed, and raise it by about 4% if the velocity at $E_F$ is held fixed. The attraction of the sheet beyond $z_j$, where a real potential is still several eV deep, is also left out. A rough estimate from laterally averaged electrostatic and local-exchange potentials, built from the Slater-orbital electron density, raises the density at the tip centre by a factor of about 1.5 if $z_j$ is kept, and about 1.7 if the slopes are matched again. The more diffuse Hartree–Fock atomic density gives a deeper potential and a factor of about 2.0 with $z_j$ kept.

**Atom and hollow.** Three equivalent waves at K have directions $\alpha_j=0,2\pi/3,4\pi/3$. Put the origin at a hexagon centre, the hollow. There the A and B sublattice waves carry phases $e^{-i\alpha_j}$ and $e^{i\alpha_j}$; both sums vanish. At an A atom the A phases are all one and the B phases are $e^{-i\alpha_j}$.

Now move a small $q$ away from K at angle $\theta$. Each component becomes $F+F'q\cos(\theta-\alpha_j)$, where $F'=dF/dk$. Using
$$\sum_je^{\mp i\alpha_j}\cos(\theta-\alpha_j)=\frac32e^{\mp i\theta},$$
the hollow amplitude is $\tfrac32qF'(c_Ae^{-i\theta}+c_Be^{i\theta})$. Expanding the nearest-neighbour sum about K gives $c_A=c_Be^{-i\theta}$ for the upper band, with $|c_A|^2=|c_B|^2=\tfrac12$. The squared bracket is $1+\cos3\theta$, whose angular mean is one. At the A atom,
$$3Fc_A+\tfrac32qF'c_Be^{-i\theta}=3Fc_A(1+\tfrac12qL),\qquad L=\frac{d\ln F}{dk}.$$
To lowest order, the mean squared amplitudes are therefore $\tfrac92F^2$ at the atom and $\tfrac94q^2F'^2$ at the hollow, so
$$\frac{\rho_{\rm hollow}}{\rho_{\rm atom}}\simeq\frac12q^2L^2.$$

For cell area $\Omega=\sqrt3a^2/2=5.241$ Å$^2$, two spins and two valleys give
$$D_{\rm cell}=\Omega\frac{2E_F}{\pi(\hbar v)^2}=0.0231\ \text{eV}^{-1},$$
with $E_F$ measured from the Dirac point. Thus
$$\rho_{\rm atom}\simeq D_{\rm cell}\frac{9F^2}{2\Omega^2n}=1.33\times10^{-10}\ \text{eV}^{-1}\text{Å}^{-3}.$$
A numerical sum over the actual tight-binding Fermi contour gives $1.11\times10^{-10}$ in the same unit, 16% below this leading form. The correction just derived accounts for this gap, with a slight overshoot: $q=E_F/(\hbar v)=0.0456$ Å$^{-1}$ and $L=-4.08$ Å give $(1+qL/2)^2=0.82$, against the numerical ratio 0.84.

The hollow/atom ratio is 0.0173 from the leading formula and 0.0194 from the contour sum. The hollow is dark although the sheet has a finite total density of states at $E_F$.

**Tip and current.** Model the tip by a spherical well of radius $R=1.50$ Å with an s level 4.50 eV below vacuum. Inside, $\chi=B\sin(pr)/r$; matching the tail requires $p\cot pR=-\kappa$. The lowest solution has well depth 12.75 eV. Normalization reads
$$4\pi B^2\left[\frac R2-\frac{\sin2pR}{4p}+\frac{\sin^2pR}{2\kappa}\right]=1.$$
Matching gives $\sin2pR=-2\kappa\sin^2(pR)/p$ and $\sin^2pR=p^2/(p^2+\kappa^2)$. The last two terms then add to $1/(2\kappa)$, so
$$B^2=\frac{\kappa}{2\pi(1+\kappa R)},\qquad A=B\sin(pR)e^{\kappa R}=1.053\ \text{Å}^{-1/2}.$$
A level width $\Gamma_t=2.00$ eV gives $D_t=2/(\pi\Gamma_t)=0.318$ eV$^{-1}$.

The coupling factor is $2\pi\hbar^2A/m=4\pi(3.810)(1.053)=50.4$ eV Å$^{3/2}$. Equation (2), with $e^2/\hbar=2.434\times10^{-4}$ S, gives
$$G=(2.434\times10^{-4})\,2\pi\,(50.4)^2(0.318)(1.11\times10^{-10})\ \text{S}\simeq138\ \text{pS}.$$
At 0.020 V the current is 2.75 pA over an atom and 0.053 pA over a hollow at the same height. These digits belong to the chosen Slater orbital. Replacing it by a free-atom Hartree–Fock 2p orbital near the basis-set limit raises the atom conductance by a factor of 1.2 if the joining height is kept and 1.6 if the slopes are matched again (a compact Gaussian basis, cc-pVTZ, gives about 2.5 in the second case), while the corrugation found below changes by less than 0.05 Å. The contrast is thus less sensitive to the choice of orbital than the absolute current is. It does depend on doping: with the other inputs fixed, the corrugation is 1.35 Å for a Fermi level of 0.20 eV and 0.79 Å for 0.50 eV.

**Height dependence.** The calculated atom current decays at 4.08 Å$^{-1}$, close to $2\lambda=4.04$ Å$^{-1}$. Interpreting this rate as if $K$ were zero gives an apparent barrier
$$\frac{\hbar^2}{8m}\left(\frac{d\ln I}{dz}\right)^2=15.8\ \text{eV}.$$
Most of this is lateral kinetic energy, $\hbar^2K^2/2m=11.0$ eV; it is not a work function.

At constant current, solving numerically for equal local densities lowers the tip by 1.10 Å (0.110 nm) from atom to hollow. This large corrugation comes from the near-node, not from a comparable displacement of atoms. Over the hollow the edge of the tip well is then only 2.4 Å above the carbon plane, where the rough potential used above is still about 1 eV deep with the Slater-orbital density and about 2 eV deep with the Hartree–Fock density. The flat-potential assumption holds only approximately there.

## 6. Reading the numbers against a real junction

**Bias and temperature.** Integrating the calculated density over the 0.020 eV window multiplies the low-bias estimate by 1.03 at the atom and 1.11 at the hollow. At 300 K the factors are 1.03 and 1.19. Tip properties are held fixed. The leading energy laws explain the difference: $\rho_{\rm atom}\propto E$, whereas $\rho_{\rm hollow}\propto Eq^2\propto E^3$. Equation (6) therefore gives the hollow three times the first-order bias correction and a thermal term that is absent for a linear density.

**Barrier shape.** Images lower the barrier. For a charge midway between plane conductors a distance $d$ apart, images lie at distances $nd$ on both sides with signs $(-1)^n$. The factor $\tfrac12$ for induced charge gives
$$\Delta U=\frac{e^2}{4\pi\varepsilon_0d}\sum_{n=1}^\infty\frac{(-1)^n}{n}=-\frac{e^2\ln2}{4\pi\varepsilon_0d}.$$
With $d=5.00-1.50=3.50$ Å, the lowering is 2.85 eV. Using it in the sample tail alone, with the joining height and $A$ fixed, raises the sample density at the tip centre by a factor 4.3 (4.4 for the wave at K alone). This is not the full change in current, because the tip tail crosses the same barrier. There the lowering reduces $\kappa$ to $\sqrt{(4.50-2.85)/3.810}=0.658$ Å$^{-1}$, so the factor $e^{2\kappa R}$ in $A^2$ falls by $e^{2(1.087-0.658)(1.50)}=3.6$. Solving the well again at the same radius leaves $B\sin(pR)$ nearly unchanged, so the two changes largely cancel in this model. Both are rough sizes: the tip is not a plane, and classical images are doubtful at this distance. The absolute current therefore remains uncertain.

**Tip symmetry.** At the hollow, the three lateral gradients add. Their leading $p_x$ signal, relative to an s tip of equal $A^2D_t$ over an atom, is $K^2/(2\kappa^2)=1.23$; the contour sum gives 1.22. A separate $p_x$ channel with only 1.6% of the s channel's $A^2D_t$ would match the s current at the hollow. With that admixture the corrugation falls from 1.10 to 0.84 Å. The dark centre and the large corrugation are thus sensitive to a small departure from the s-wave assumption.

**Coupling and omitted processes.** Over the atom $\Gamma_s/\Gamma_t=4.4\times10^{-7}$, so saturation of the tip level is negligible here. A real scanning junction can be run at tens of picoamperes or more; the model current is low on that scale. Real tips need not have one s level, and at such short distances tip forces may move the sheet. Phonons can also open tunnelling paths with less lateral momentum. Forces and phonons are omitted and not sized, so the calculated current and corrugation are results of this elastic, rigid s-tip model, not predictions for a particular instrument.
